# Nielsen–Martin stress of the Kohn–Sham energy in LDA and GGA

## A case that can be seen through

Let $N$ electrons form a uniform gas in a periodic cell of volume $\Omega$. If the exchange-correlation energy density is $F(n)$, then $E_{xc}=\Omega F(N/\Omega)$. Deform the cell by $\mathbf r\to(1+\varepsilon)\mathbf r$. To first order the volume becomes $\Omega(1+\mathrm{tr}\,\varepsilon)$, whatever the shape of the strain, and $N$ does not change. Therefore

$$\frac{\partial E_{xc}}{\partial\varepsilon_{ab}}=\delta_{ab}\,\Omega\frac{dE_{xc}}{d\Omega}=\delta_{ab}\,(\Omega F-NF_n)=\delta_{ab}\Big(E_{xc}-\int n\,v_{xc}\,d^3r\Big),$$

with $F_n=dF/dn=v_{xc}$. The first part comes from the larger volume, the second from the dilution of the density. A shear changes neither, so it gives nothing. For exchange alone, $F=-Cn^{4/3}$ with $C>0$, and the bracket is $E_x-\tfrac43E_x=-\tfrac13E_x>0$: exchange resists expansion.

The kinetic energy behaves differently. A plane wave along $x$ has $q=2\pi m/L$ with $m$ a fixed integer. Stretching $L$ to $L(1+\varepsilon_{xx})$ changes $q^2/2$ at the rate $-q^2$, while stretching along $y$ does nothing. The kinetic stress of a single plane wave therefore has a direction. Summed over the occupied waves it can still be isotropic, for example when they are equally filled and their wave vectors form a set of cubic symmetry.

When the density varies in space, a functional that depends on $\nabla n$ can acquire a direction too; for a density of cubic symmetry its stress stays isotropic.

## Setting and statement

The algebra uses atomic units; repeated indices $a,b$ next to $\varepsilon_{ab}$ are summed. The stress is

$$\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\varepsilon_{ab}}\Big|_{\varepsilon=0},$$

positive under tension. An isotropic strain $\varepsilon_{ab}=\eta\delta_{ab}$ gives $dE=\eta\,\Omega\,\mathrm{tr}\,\sigma$ and $d\Omega=3\eta\,\Omega$, so the pressure is $P=-dE/d\Omega=-\mathrm{tr}\,\sigma/3$.

The orbitals are

$$\psi_i(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf q}c_i(\mathbf q)e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G,\qquad n=\sum_i f_i|\psi_i|^2 .$$

The index $i$ includes the k point, and $f_i$ includes its weight. Write $n_{\mathbf G}=\Omega^{-1}\int n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$; integrals run over one cell, and a primed sum omits $\mathbf G=0$. The assumptions are:

1. Ions keep their lattice coordinates, k points keep their reciprocal-lattice coordinates, and the finite set of integer plane-wave labels is fixed.
2. The $f_i$ are fixed, and the self-consistent orbitals can be followed smoothly with strain.
3. The state is spin-unpolarized and $E_{xc}=\int F(n,s)\,d^3r$, $s=|\nabla n|^2$, with $F$ smooth at the densities present.
4. The cell is neutral and the macroscopic electric field is zero.

The energy is $E=T+E_H+E_{loc}+E_{NL}+E_{II}+E_{xc}$, where

$$T=\sum_i f_i\sum_{\mathbf q}|c_i(\mathbf q)|^2\frac{q^2}{2},\qquad E_H=\frac\Omega2\sum_{\mathbf G}{}'\frac{4\pi|n_{\mathbf G}|^2}{G^2},\qquad E_{loc}=\sum_{\mathbf G}n^*_{\mathbf G}S_{\mathbf G}v(G^2).$$

Here $S_{\mathbf G}=\sum_\tau e^{-i\mathbf G\cdot\boldsymbol\tau}$ for identical ions at $\boldsymbol\tau$, and $v$ is the Fourier integral of one ion's local potential. The nonlocal energy $E_{NL}$ and the ion-ion energy $E_{II}$ are defined in Lemmas 5 and 6.

**Theorem.** Under these assumptions

$$\begin{aligned}\Omega\sigma_{ab}={}&-\sum_i f_i\sum_{\mathbf q}|c_i(\mathbf q)|^2q_aq_b-\delta_{ab}(E_H+E_{loc}+E_{NL})\\&+\Omega\sum_{\mathbf G}{}'\frac{4\pi|n_{\mathbf G}|^2}{G^4}G_aG_b-2\sum_{\mathbf G}{}'n^*_{\mathbf G}S_{\mathbf G}v'(G^2)G_aG_b\\&+N_{ab}+I_{ab}+X_{ab},\end{aligned}$$

with $v'=dv/d(G^2)$, $N_{ab}$ and $I_{ab}$ given in Lemmas 5 and 6, and

$$X_{ab}=\delta_{ab}\Big(E_{xc}-\int n\,v_{xc}\,d^3r\Big)-2\int F_s\,\partial_an\,\partial_bn\,d^3r,\qquad v_{xc}=F_n-2\nabla\!\cdot(F_s\nabla n).$$

Since $\partial F/\partial|\nabla n|=2|\nabla n|F_s$, the gradient term can also be written $-\int(\partial F/\partial|\nabla n|)\,\partial_an\,\partial_bn/|\nabla n|\,d^3r$. In LDA $F_s=0$ and it is absent.

## What strain does, and what it does not

**Lemma 1 (kinematics).** To first order $\delta\Omega=\Omega\,\mathrm{tr}\,\varepsilon$, $\delta q_b=-\varepsilon_{ab}q_a$ and $\delta(q^2)=-2\varepsilon_{ab}q_aq_b$. The phases $\mathbf q\cdot\boldsymbol\tau$ are unchanged. At frozen coefficients $n'(\mathbf r')=n(\mathbf r)/\det(1+\varepsilon)$.

*Proof.* The volume changes by the factor $\det(1+\varepsilon)=1+\mathrm{tr}\,\varepsilon+O(\varepsilon^2)$. Fixed reciprocal coordinates mean that $\mathbf q\cdot\mathbf A$ is unchanged for every lattice vector $\mathbf A$. Since $\mathbf A'=(1+\varepsilon)\mathbf A$, this requires $\mathbf q'=(1+\varepsilon)^{-T}\mathbf q$, whose first-order part is $\delta q_b=-\varepsilon_{ab}q_a$. Then $\delta(q^2)=2q_b\delta q_b=-2\varepsilon_{ab}q_aq_b$. Also $\mathbf q'\cdot\mathbf r'=\mathbf q\cdot\mathbf r$ for every point carried along by the strain, ions included. In

$$n(\mathbf r)=\frac1\Omega\sum_i f_i\Big|\sum_{\mathbf q}c_i(\mathbf q)e^{i\mathbf q\cdot\mathbf r}\Big|^2$$

only the prefactor changes. Hence $\Omega n_{\mathbf G}$ is invariant and $\delta n_{\mathbf G}=-n_{\mathbf G}\,\mathrm{tr}\,\varepsilon$. ∎

**Lemma 2 (no first-order orbital response).** The derivative of the self-consistent energy equals the derivative at frozen $c_i(\mathbf q)$.

*Proof.* The energy is a function $E(\varepsilon,c)$. Orthonormality reads $\sum_{\mathbf q}c_i^*c_j=\delta_{ij}$ at each k point and contains no strain, so frozen coefficients remain admissible. By the chain rule,

$$\frac{dE}{d\varepsilon_{ab}}=\frac{\partial E}{\partial\varepsilon_{ab}}+2\,\mathrm{Re}\sum_{i,\mathbf q}\frac{\partial E}{\partial c_i^*(\mathbf q)}\frac{dc_i^*(\mathbf q)}{d\varepsilon_{ab}}.$$

At self-consistency $\partial E/\partial c_i^*=f_i(Hc_i)=f_i\lambda_ic_i$, where $H$ is the Kohn–Sham matrix and $\lambda_i$ its eigenvalue. The last term becomes $\sum_i f_i\lambda_i\,d(\sum_{\mathbf q}|c_i|^2)/d\varepsilon_{ab}=0$, because the norm stays one. ∎

The orbitals do respond. Expanded about the relaxed coefficients at strain $\varepsilon$, the energy of the frozen ones has no first-order part. The excess is quadratic in a coefficient change that is itself proportional to $\varepsilon$, and it is not negative if the relaxed state is a minimum.

Fixed occupations matter. At fixed orbitals $\partial E/\partial f_i=\langle\psi_i|H|\psi_i\rangle=\lambda_i$, so occupations that vary with strain add $\sum_i\lambda_i\,df_i/d\varepsilon_{ab}$, which need not vanish.

## The exchange-correlation term

**Lemma 3.** $\partial E_{xc}/\partial\varepsilon_{ab}=X_{ab}$ at frozen coefficients.

*Proof.* Follow a point that moves with the strain. The density there changes by $\delta n=-n\,\mathrm{tr}\,\varepsilon$. Derivatives transform like wave vectors, $\partial'_b=\partial_b-\varepsilon_{ab}\partial_a$. Thus

$$s'=\sum_b(\partial'_bn')^2=(1-2\,\mathrm{tr}\,\varepsilon)\big(s-2\varepsilon_{ab}\,\partial_an\,\partial_bn\big)+O(\varepsilon^2),$$

$$\delta s=-2s\,\mathrm{tr}\,\varepsilon-2\varepsilon_{ab}\,\partial_an\,\partial_bn .$$

The first part of $\delta s$ is dilution; the second is the change of the distances over which the density varies. With $d^3r'=(1+\mathrm{tr}\,\varepsilon)d^3r$,

$$\begin{aligned}\delta E_{xc}&=\int\big(F\,\mathrm{tr}\,\varepsilon+F_n\delta n+F_s\delta s\big)d^3r\\&=\mathrm{tr}\,\varepsilon\int(F-nF_n-2sF_s)\,d^3r-2\varepsilon_{ab}\int F_s\,\partial_an\,\partial_bn\,d^3r.\end{aligned}$$

To recognize the first integral, vary the density in the unstrained cell:

$$\delta E_{xc}=\int(F_n\delta n+2F_s\nabla n\cdot\nabla\delta n)\,d^3r=\int\big[F_n-2\nabla\!\cdot(F_s\nabla n)\big]\delta n\,d^3r .$$

The boundary term vanishes by periodicity, and the bracket is $v_{xc}$. Choosing $\delta n=\eta n$ in both forms gives

$$\int n\,v_{xc}\,d^3r=\int(nF_n+2sF_s)\,d^3r .$$

The coefficient of $\mathrm{tr}\,\varepsilon$ is therefore $E_{xc}-\int n\,v_{xc}$, with the full potential. Reading off the coefficient of $\varepsilon_{ab}$ gives $X_{ab}$. ∎

**Remark (one-dimensional variation).** If $n$ depends on $z$ alone, the gradient term has a single component, $-2\int F_s(dn/dz)^2d^3r$ in $zz$. Strains in the plane still dilute the density and the gradient, which is the $-2sF_s$ contained in the isotropic part. The two appearances of $F_s$ thus have different origins.

**Remark (trace).** Taking the trace,

$$\mathrm{tr}\,X=3E_{xc}-3\int nF_n\,d^3r-8\int sF_s\,d^3r .$$

The numbers can be checked by scaling lengths by $\lambda$: volume scales as $\lambda^3$, density as $\lambda^{-3}$, and $s$ as $(\lambda^{-4})^2=\lambda^{-8}$. For GGA exchange of the form $F=n^{4/3}g(x)$ with $x=s/n^{8/3}$,

$$nF_n=\tfrac43F-\tfrac83n^{4/3}xg'=\tfrac43F-\tfrac83sF_s .$$

Substitution cancels the $sF_s$ terms and leaves $\mathrm{tr}\,X=-E_x$, as in the LDA. This is the behaviour of an energy proportional to inverse length. Correlation does not have this form in general.

## Kinetic, electrostatic and nonlocal terms

**Lemma 4.** The kinetic, Hartree and local ionic energies have the derivatives stated in the theorem.

*Proof.* For $T$, insert $\delta(q^2/2)=-\varepsilon_{ab}q_aq_b$.

For the Hartree energy set $N_{\mathbf G}=\Omega n_{\mathbf G}$, which is invariant, so that $E_H=(2\pi/\Omega)\sum'|N_{\mathbf G}|^2/G^2$. The prefactor gives $-E_H\,\mathrm{tr}\,\varepsilon$. Since $\delta(1/G^2)=2\varepsilon_{ab}G_aG_b/G^4$, the rest is

$$\frac{2\pi}\Omega\sum_{\mathbf G}{}'|N_{\mathbf G}|^2\frac{2G_aG_b}{G^4}=\Omega\sum_{\mathbf G}{}'\frac{4\pi|n_{\mathbf G}|^2}{G^4}G_aG_b .$$

Its trace is $2E_H$, so the full Hartree trace is $-3E_H+2E_H=-E_H$.

In $E_{loc}$ the factor $n^*_{\mathbf G}$ gives $-E_{loc}\,\mathrm{tr}\,\varepsilon$, $S_{\mathbf G}$ is invariant, and $\delta v=-2v'\varepsilon_{ab}G_aG_b$. The sum is real because $\mathbf G$ and $-\mathbf G$ contribute complex conjugates. ∎

The value $v(0)$ needs care. As $\mathbf G\to0$ the Coulomb divergences of the electron-electron, electron-ion and ion-ion energies add to $2\pi(N-Z_{tot})^2/(\Omega G^2)$, where $Z_{tot}$ is the total ionic charge. This is zero by neutrality. What remains of the local potential is $v(0)=\int(v_{ion}+Z/r)\,d^3r$. For the soft ion $v_{ion}=-Z\,\mathrm{erf}(r/r_c)/r$,

$$v(G^2)=-\frac{4\pi Z}{G^2}e^{-G^2r_c^2/4},\qquad v(0)=4\pi Zr_c^2\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\pi Zr_c^2,$$

the integral being $1/4$. This constant enters the stress through $-\delta_{ab}E_{loc}$.

**Lemma 5 (separable projectors).** Let

$$E_{NL}=\frac D\Omega\sum_i f_i\sum_{\tau\mu}|P^i_{\tau\mu}|^2,\qquad P^i_{\tau\mu}=\sum_{\mathbf q}e^{i\mathbf q\cdot\boldsymbol\tau}b_\mu(\mathbf q)c_i(\mathbf q),$$

with real $b_\mu$ forming a complete angular channel. Then $\partial E_{NL}/\partial\varepsilon_{ab}=-\delta_{ab}E_{NL}+N_{ab}$, where

$$N_{ab}=-\frac{2D}\Omega\sum_i f_i\sum_{\tau\mu}\mathrm{Re}\Big[P^{i*}_{\tau\mu}\sum_{\mathbf q}e^{i\mathbf q\cdot\boldsymbol\tau}q_a\frac{\partial b_\mu}{\partial q_b}c_i(\mathbf q)\Big].$$

*Proof.* The prefactor $1/\Omega$ gives the first term. The phase is invariant and $\delta b_\mu=-\varepsilon_{ab}q_a\,\partial b_\mu/\partial q_b$. Then $\delta|P|^2=2\,\mathrm{Re}(P^*\delta P)$ gives the second. ∎

For a p channel $b_c=q_ch(q)$, so $\partial b_c/\partial q_b=\delta_{cb}h+q_cq_bh'/q$. The first part turns the square bracket, summed over $c$, into $P_b^*P_a$, and the second leaves a sum over $q_aq_bq_c$. With $h=e^{-q^2r_p^2/2}$ one has $h'/q=-r_p^2h$.

**Lemma 6 (ions).** For point ions of charge $Z_s$ put $Z_{\mathbf G}=\sum_sZ_se^{-i\mathbf G\cdot\boldsymbol\tau_s}$, $u(G^2)=e^{-G^2/4\kappa^2}/G^2$ and $w(d)=\mathrm{erfc}(\kappa d)/d$. Then

$$E_{II}=\frac{2\pi}\Omega\sum_{\mathbf G}{}'|Z_{\mathbf G}|^2u+\frac12\sum_{\mathbf d\neq0}Z_sZ_tw(d)-\frac\kappa{\sqrt\pi}\sum_sZ_s^2-\frac{\pi Z_{tot}^2}{2\kappa^2\Omega},$$

$$\begin{aligned}I_{ab}={}&\frac{2\pi}\Omega\sum_{\mathbf G}{}'|Z_{\mathbf G}|^2u\Big[2G_aG_b\Big(\frac1{G^2}+\frac1{4\kappa^2}\Big)-\delta_{ab}\Big]\\&+\frac12\sum_{\mathbf d\neq0}Z_sZ_tw'(d)\frac{d_ad_b}d+\delta_{ab}\frac{\pi Z_{tot}^2}{2\kappa^2\Omega}.\end{aligned}$$

The vectors $\mathbf d$ join an ion $s$ in one cell to the ions $t$ of all cells.

*Proof.* Split $1/d=\mathrm{erfc}(\kappa d)/d+\mathrm{erf}(\kappa d)/d$. The first part is summed in real space. The second has the Fourier integral $4\pi u$ and is summed over $\mathbf G$; half its value at $d=0$, which is $\kappa/\sqrt\pi$, is subtracted for each ion's interaction with itself. At small $G$, $4\pi u=4\pi/G^2-\pi/\kappa^2+\dots$. Neutrality removes the divergence and the constant gives the last term of $E_{II}$.

For the derivative keep $\kappa$ fixed. Then $\delta u=2u(1/G^2+1/4\kappa^2)\varepsilon_{ab}G_aG_b$, $\delta d=\varepsilon_{ab}d_ad_b/d$, and each $1/\Omega$ contributes $-\mathrm{tr}\,\varepsilon$. Here $w'=-\mathrm{erfc}(\kappa d)/d^2-(2\kappa/\sqrt\pi)e^{-\kappa^2d^2}/d$. ∎

The split is an identity for any $\kappa$ and the same divergence is removed each time, so neither $E_{II}$ nor its strain derivative depends on $\kappa$. Scaling all lengths by $\lambda$ and $\kappa$ by $1/\lambda$ scales $E_{II}$ by $1/\lambda$; hence $\mathrm{tr}\,I=-E_{II}$.

**Proof of the theorem.** Lemma 2 reduces the total derivative to that at frozen coefficients. Lemmas 3 to 6 give its terms, and their sum is the statement. ∎

## Remarks on validity

**Symmetry.** An antisymmetric $\varepsilon$ is, to first order, a rotation of cell and ions. At frozen coefficients every energy term depends on lengths and relative angles alone, so it does not change. The antisymmetric part of the stress therefore vanishes. For $E_{NL}$ this requires the complete angular channel.

**Internal coordinates.** If the ions' lattice coordinates $x$ follow the strain, the chain rule adds $(\partial E/\partial x)(dx/d\varepsilon_{ab})$. This vanishes when the forces are zero at the reference geometry.

**Fixed labels or fixed cutoff energy.** Let $E(\Omega,M)$ be a smooth interpolation of the energy in the number $M$ of plane waves. At fixed cutoff energy $M\propto\Omega$, hence

$$\frac{dE}{d\Omega}\Big|_{cut}=\frac{\partial E}{\partial\Omega}\Big|_M+\frac M\Omega\frac{\partial E}{\partial M}.$$

Enlarging a variational set cannot raise the minimum, so the last term is not positive. The theorem gives the first term on the right. The pressure obtained from energies at fixed cutoff is higher by $-(M/\Omega)\,\partial E/\partial M$, which disappears as the basis converges.

**Other functionals.** A functional that depends on the orbitals in ways other than through $n$ and $\nabla n$ needs further strain derivatives; $X_{ab}$ does not contain them.

## A model crystal

The cell has lattice vectors $(3,0,0)$, $(0.4,3.2,0)$ and $(0.2,0.3,3.6)$ Å. Two soft ions with $Z=1$ and $r_c=0.6$ Å sit at lattice coordinates $(0,0,0)$ and $(0.2,0.15,0.2)$. The p projector has $r_p=0.5$ Å and $D=5$ eV Å$^5$. Two electrons fill one band at two k points, $(\tfrac14,\tfrac14,\pm\tfrac14)$. The smallest gap at these two points is 6.9 eV in PBE. It is not the gap of the crystal: over the whole zone the first two bands overlap by about 0.3 eV, so filling one band is an imposed occupation. The two points are half of the shifted $2\times2\times2$ mesh. This coarse sampling is part of the model and the numbers below belong to it. The ions are not relaxed.

**Exchange-correlation.** In PBE the isotropic part is

$$E_{xc}-\int n\,v_{xc}=-11.691+15.167=3.476\ \text{eV}.$$

The gradient term adds 0.058, 0.087 and 0.122 eV to $xx$, $yy$ and $zz$, and $-0.010$, $-0.008$ and $-0.006$ eV to $yz$, $xz$ and $xy$. Its positive diagonal means that the weighted average of $F_s$ is negative here. Its trace is $-2\int sF_s=0.267$ eV. The same integral separates $\int nF_n=-14.900$ eV from $\int n\,v_{xc}=-15.167$ eV. Using $F_n$ in place of $v_{xc}$ therefore shifts every diagonal element by 0.267 eV, and leaving out the gradient term causes an error of up to 0.122 eV. In LDA the result is $-11.538+15.020=3.482$ eV on the diagonal and zero elsewhere.

**Pressure.** The PBE traces of $\partial E/\partial\varepsilon$, in eV, are: kinetic $-17.43$, nonlocal $-1.34$, Hartree $-2.14$, local $-4.29$, ion-ion $11.22$, exchange-correlation $10.69$. The first is $-2T$ with $T=8.717$ eV; the Hartree and ion-ion traces are minus their energies, 2.137 and $-11.223$ eV. The diagonal totals give

$$P=-\frac{-1.7136+0.2912-1.8584}{3\times34.56}=0.0316\ \text{eV/Å}^3=5.07\ \text{GPa}.$$

This small remainder of large opposing terms favours expansion under uniform scaling of the cell. The stress is far from isotropic: the principal values of the PBE tensor $\partial E/\partial\varepsilon$ are $-7.10$, $-0.07$ and $+3.89$ eV, so with these two k points the cell is pulled inward along one principal axis. These figures depend strongly on the k set. With the full shifted $2\times2\times2$ mesh the PBE pressure is 6.9 GPa and the principal values are $-5.59$, $+0.42$ and $+0.73$ eV. With a shifted $4\times4\times4$ mesh, still filling one band, they are 11.3 GPa and $-6.36$, $-0.67$ and $-0.26$ eV, none of them positive. At the two k points, a 300 eV plane-wave set in place of 150 eV changes the pressure from 0.03164 to 0.03168 eV/Å$^3$ and the elements of the total tensor by up to 0.0015 eV. LDA gives 4.65 GPa.

**Shear.** The $xy$ element of $\partial E/\partial\varepsilon$ is $-4.487$ eV in PBE and $-4.569$ eV in LDA, a difference of $+0.082$ eV. The explicit gradient term supplies $-0.006$ eV of it. The remaining $+0.088$ eV comes from the kinetic, Hartree, local and nonlocal terms, whose formulas are the same in both cases, evaluated with different self-consistent orbitals. The element itself is largely set by the k points: it is $-1.66$ eV on the $2\times2\times2$ mesh and $-1.71$ eV on the $4\times4\times4$ mesh, where the PBE–LDA difference splits as $0.020=-0.010+0.030$ and $0.037=-0.013+0.049$ eV. In this model crystal the orbitals that PBE produces thus change the $xy$ element more than the explicit gradient term does, by a factor of about 15 for the two-point set and of 3 to 4 on the finer meshes.

**Tests.** Each term agrees with finite differences of its own energy at frozen coefficients for all nine strain components, within $5\times10^{-7}$ eV per cell. Differences of reconverged total energies agree within $4\times10^{-7}$ eV, for six components in PBE and two in LDA. For $xx$ strains of 0.005 and 0.01, averaged over extension and compression, the frozen energy lies above the relaxed one by 0.154 and 0.615 meV. The average removes all odd orders in the strain, so the ratio 4.00 shows that the even part of the excess is quadratic; it says nothing about a first-order part. The absence of that part, which is the content of Lemma 2, is tested by the agreement with reconverged energies. The remaining figures are in the numerical output.

## Calculated quantities

```
lattice vector 1 (angstrom): 3.0 0.0 0.0
lattice vector 2 (angstrom): 0.4 3.2 0.0
lattice vector 3 (angstrom): 0.2 0.3 3.6
ion lattice coordinates: [0.0, 0.0, 0.0] [0.2, 0.15, 0.2]
ion pair distance: 1.1402 angstrom
ion charge 1.0, core radius 0.6 angstrom
p projector: radius 0.5 angstrom, D 5.0 eV A^5
k points (reciprocal coordinates): [0.25, 0.25, 0.25] [0.25, 0.25, -0.25]
cell volume: 34.5600 angstrom^3
plane waves per k, 150 eV set: 144 139
plane waves per k, 300 eV set: 410 404
smallest PBE level gap at the k points: 6.913 eV
density min, max: 0.0095, 0.3211 per angstrom^3
PBE energies (eV per cell):
  kinetic        8.7172
  nonlocal       0.3454
  Hartree        2.1368
  local         -6.5134
  ion-ion      -11.2230
  xc           -11.6912
  total        -18.2282
dE/dstrain (eV per cell), columns xx yy zz yz xz xy
PBE kinetic     -5.9138   -5.4921   -6.0286    0.5278    0.5875   -2.0822
PBE nonlocal    -0.5611   -0.3928   -0.3829   -0.0904   -0.1023   -0.1822
PBE Hartree     -1.4105   -0.8654    0.1391   -0.1079   -0.0720   -0.0768
PBE local        1.1747   -1.4471   -4.0170    0.9933    0.9174    0.7569
PBE ion-ion      1.4640    4.9259    4.8332   -3.1892   -3.7404   -2.8968
PBE xc           3.5332    3.5627    3.5977   -0.0103   -0.0083   -0.0061
PBE xc iso       3.4756    3.4756    3.4756    0.0000    0.0000    0.0000
PBE xc grad      0.0576    0.0871    0.1222   -0.0103   -0.0083   -0.0061
PBE total       -1.7136    0.2912   -1.8584   -1.8767   -2.4181   -4.4872
LDA xc           3.4818    3.4818    3.4818    0.0000    0.0000    0.0000
LDA total       -1.6586    0.4046   -1.7572   -1.9046   -2.4500   -4.5694
stress (eV/angstrom^3), same columns
PBE stress     -0.04958   0.00843  -0.05377  -0.05430  -0.06997  -0.12984
LDA stress     -0.04799   0.01171  -0.05084  -0.05511  -0.07089  -0.13222
PBE pressure: 0.03164 eV/angstrom^3 = 5.070 GPa
LDA pressure: 0.02904 eV/angstrom^3 = 4.653 GPa
PBE pressure, 300 eV set: 0.03168 eV/angstrom^3
LDA Exc: -11.5378 eV
LDA integral n vxc: -15.0196 eV
PBE integral n vxc: -15.1667 eV
PBE slope of Exc[x n] at x=1: -15.1667 eV
PBE integral n dF/dn only: -14.8998 eV
largest errors against finite differences (eV per cell):
  PBE single terms, frozen: 4.8e-07
  PBE total, reconverged: 3.5e-07
  LDA single terms, frozen: 4.7e-07
  LDA total, reconverged: 3.3e-07
  PBE without gradient term: 0.1222
  PBE with dF/dn for vxc: 0.2669
frozen minus relaxed energy, xx strain 0.005 and 0.01 (meV): 0.1537, 0.6147
ratio of the two: 4.0001
```
